# Solid angle and topological charge of a magnetic vortex

## Problem

A thin magnetic disk of radius $R$ carries a unit magnetization $\mathbf m(x,y)$, uniform through the thickness. The magnetization lies in the plane, except in a small core of radius $b$ around the centre, where it turns out of the plane. At the centre $\mathbf m=p\,\hat{\mathbf z}$, with polarity $p=+1$ or $-1$. Going once counterclockwise around the core, the in-plane direction turns $n$ times counterclockwise: $n=1$ for a vortex and $n=-1$ for an antivortex.

As $(x,y)$ runs over the disk, the tip of $\mathbf m$ runs over the unit sphere. The signed solid angle it covers and the topological charge are

$$
\Omega=\int \mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,dx\,dy,\qquad Q=\frac{\Omega}{4\pi}.
$$

(a) Estimate $|\Omega|$ and $|Q|$ for $|n|=1$ by scaling.

(b) Find them exactly when the magnetization at the rim lies in the plane, first for an axisymmetric vortex and then without symmetry.

(c) Find what happens when the rim magnetization is tilted, and size the effect for a permalloy-like disk with $R=100$ nm, thickness $L=20$ nm and $b=12$ nm.

## First estimate by scaling

The integrand is the area on the sphere covered per unit area of the disk. Outside the core $\mathbf m$ stays on the equator of the sphere, which is a curve without area, so only the core counts.

Inside the core the polar angle changes by $\pi/2$ over the distance $b$. The radial rate of rotation is therefore about $\pi/(2b)$. Along a circle near the core edge, $\mathbf m$ turns through $2\pi$ over a length $2\pi b$, a rate of $1/b$. The two rotations are perpendicular to each other on the sphere, so their product estimates the density. Multiplied by the core area it gives

$$
|\Omega|\approx\frac{\pi}{2b}\cdot\frac1b\cdot\pi b^2=\frac{\pi^2}{2}\approx4.93\ \text{sr},
\qquad |Q|\approx\frac{\pi}{8}\approx0.39 .
$$

The core radius cancels: a smaller core has steeper gradients on a smaller area. The estimate cannot settle the numerical factor, because it used one rate of rotation for the whole core.

## Exact solution

### The density in polar angles

Let $\Theta$ be the angle from $\hat{\mathbf z}$ and $\Phi$ the in-plane angle, so that

$$
\mathbf m=(\sin\Theta\cos\Phi,\ \sin\Theta\sin\Phi,\ \cos\Theta).
$$

The chain rule gives, for $i=x,y$,

$$
\partial_i\mathbf m=\mathbf e_\Theta\,\partial_i\Theta+\sin\Theta\,\mathbf e_\Phi\,\partial_i\Phi,
$$

with

$$
\mathbf e_\Theta=(\cos\Theta\cos\Phi,\cos\Theta\sin\Phi,-\sin\Theta),\quad
\mathbf e_\Phi=(-\sin\Phi,\cos\Phi,0).
$$

The components of $\mathbf e_\Theta\times\mathbf e_\Phi$ are $\sin\Theta\cos\Phi$, $\sin\Theta\sin\Phi$ and $\cos\Theta(\cos^2\Phi+\sin^2\Phi)=\cos\Theta$. Hence $\mathbf e_\Theta\times\mathbf e_\Phi=\mathbf m$. In the product $\partial_x\mathbf m\times\partial_y\mathbf m$ the terms with two equal vectors vanish, and the two mixed terms have opposite signs:

$$
\partial_x\mathbf m\times\partial_y\mathbf m
=\sin\Theta\,(\partial_x\Theta\,\partial_y\Phi-\partial_y\Theta\,\partial_x\Phi)\,\mathbf m .
$$

Since $\mathbf m\cdot\mathbf m=1$, the density is

$$
D\equiv\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)
=\sin\Theta\,(\partial_x\Theta\,\partial_y\Phi-\partial_y\Theta\,\partial_x\Phi).\tag{1}
$$

The factor $\sin\Theta$ is that of the area element $\sin\Theta\,d\Theta\,d\Phi$ on the sphere. The bracket is the Jacobian of the map from $(x,y)$ to $(\Theta,\Phi)$, and it carries the sign.

### Axisymmetric vortex

Let $\Theta=\Theta(r)$ and $\Phi=n\varphi+\gamma$, where $(r,\varphi)$ are polar coordinates in the disk. The constant $\gamma$ is the helicity; for $n=1$, $\gamma=\pm\pi/2$ gives the two senses of circulation. The derivatives are

$$
\partial_x\Theta=\Theta'\frac xr,\quad \partial_y\Theta=\Theta'\frac yr,\quad
\partial_x\Phi=-\frac{ny}{r^2},\quad \partial_y\Phi=\frac{nx}{r^2}.
$$

The bracket in (1) becomes $n\Theta'(x^2+y^2)/r^3=n\Theta'/r$. Because $m_z=\cos\Theta$, we have $dm_z/dr=-\sin\Theta\,\Theta'$, and so

$$
D=\frac nr\sin\Theta\,\Theta'=-\frac nr\frac{dm_z}{dr}.
$$

With the area element $2\pi r\,dr$ the factor $r$ cancels, leaving a total derivative:

$$
\Omega=-2\pi n\int_0^R\frac{dm_z}{dr}\,dr=2\pi n\,[\,p-m_z(R)\,].\tag{2}
$$

For an in-plane rim, $m_z(R)=0$, and

$$
\boxed{\;\Omega=2\pi np,\qquad Q=\frac{np}{2}\;}\tag{3}
$$

For $|n|=1$ the magnitude of the charge is one half. The centre maps to a pole and the rim to the equator, so the net covered area is a hemisphere. Reversing either $p$ or $n$ reverses the sign; the helicity and the shape of $m_z(r)$ drop out.

Equation (2) also contains two other limits. If the rim points opposite to the core, $m_z(R)=-p$, then $Q=np$: the whole sphere is covered, as in a skyrmion. If the rim points along the core, $m_z(R)=p$, then $Q=0$. The vortex lies halfway because its rim does.

### An explicit core

To see where the charge sits, take the model profile

$$
m_z=p\,\frac{b^2-r^2}{b^2+r^2}\quad(r<b),\qquad m_z=0\quad(r\ge b).
$$

It is continuous at $r=b$, though its slope jumps there. Inside,

$$
\frac{dm_z}{dr}=p\,\frac{-2r(b^2+r^2)-2r(b^2-r^2)}{(b^2+r^2)^2}=-\frac{4pb^2r}{(b^2+r^2)^2},
\qquad D=\frac{4npb^2}{(b^2+r^2)^2}.
$$

The solid angle within radius $r\le b$ follows with $u=r'^2$, $du=2r'dr'$:

$$
\Omega(r)=4\pi npb^2\int_0^{r^2}\frac{du}{(b^2+u)^2}
=4\pi npb^2\left[\frac1{b^2}-\frac1{b^2+r^2}\right]
=4\pi np\,\frac{r^2}{b^2+r^2}.
$$

At $r=b$ this is $2\pi np$, in agreement with (3). For $b=12$ nm and $n=p=1$ the central density is $4/b^2=4/144=0.0278$ sr/nm². At $r=6$ nm the charge is $36/(144+36)=0.200$, at 9 nm it is $81/225=0.360$, and at 12 nm it is $144/288=0.500$, or 6.283 sr. Nothing is added between 12 nm and the rim.

A core may also be surrounded by a ring where $m_z$ has the opposite sign. An example is $m_z=e^{-w}(1-w/2)$ with $w=r^2/b^2$ and $n=1$. Its derivative with respect to $w$ is $e^{-w}(w-3)/2$, so the minimum lies at $w=3$, or $r=20.8$ nm, where $m_z=-e^{-3}/2=-0.025$. By (2), applied to the disk inside that radius, the charge there is $(1+0.025)/2=0.512$. Farther out $m_z$ climbs back towards zero, the density is negative, and the total returns to 0.500. Integration of the defining density gives the same two values.

### Without symmetry

Now let the core be displaced or distorted. Assume that $\mathbf m$ is continuous and piecewise smooth, that it points along $+\hat{\mathbf z}$ or $-\hat{\mathbf z}$ at the core centre and nowhere else, and that near this point $|\nabla\Phi|$ grows no faster than a constant divided by the distance. Then $\Phi$ is defined, up to multiples of $2\pi$, everywhere except at the centre.

Using $\partial_im_z=-\sin\Theta\,\partial_i\Theta$ in (1),

$$
D=-(\partial_xm_z\,\partial_y\Phi-\partial_ym_z\,\partial_x\Phi)
=-\left[\partial_x(m_z\partial_y\Phi)-\partial_y(m_z\partial_x\Phi)\right].
$$

The second form is allowed because the extra terms, $m_z(\partial_x\partial_y\Phi-\partial_y\partial_x\Phi)$, cancel. Cut out a small circle of radius $\varepsilon$ around the core centre and apply Green's theorem to the rest. The line element is $m_z(\partial_x\Phi\,dx+\partial_y\Phi\,dy)=m_z\,d\Phi$. With both loops taken counterclockwise, the inner one enters with the opposite sign:

$$
\Omega=-\oint_{\rm rim}m_z\,d\Phi+\lim_{\varepsilon\to0}\oint_{\varepsilon}m_z\,d\Phi .
$$

Along a line where a slope jumps, the contributions of the two sides cancel, since $m_z$ and $\Phi$ are continuous there. On the small circle $m_z\to p$, while $\oint d\Phi=2\pi n$. The error made by replacing $m_z$ with $p$ is at most the largest $|m_z-p|$ times $\oint|d\Phi|$, which stays bounded, so it vanishes. The excised area contributes nothing in the limit, because (1) is bounded there: $\sin\Theta$ vanishes at least linearly with distance and compensates $|\nabla\Phi|$. Therefore

$$
Q=\frac12\left[np-\frac1{2\pi}\oint_{\rm rim}m_z\,d\Phi\right].\tag{4}
$$

An in-plane rim again gives $Q=np/2$, wherever the core sits inside the disk. If there is no core inside, the inner loop is absent and an in-plane rim gives $Q=0$. With an in-plane rim, a charge of one half thus needs a core. With a tilted rim the loop integral in (4) also counts, and it can vanish even where $m_z$ does not. While a core is being driven out through the edge, the rim cuts through it, $m_z\neq0$ there, and (3) does not apply.

With several isolated cores, each supplies its own inner loop, and for an in-plane rim $Q=\frac12\sum_jn_jp_j$. These values are discrete, whereas the integral changes continuously when a smooth field is deformed smoothly. Hence $Q$ cannot change in such a deformation while the rim stays in the plane. Reversing the polarity of a single vortex changes $Q$ by one in magnitude. It therefore requires either that the field cease to be smooth at some moment or that the rim leave the plane.

### A tilted rim with a displaced core

Equation (4) averages $m_z$ over the angle $\Phi$, not over the length of the rim. A case with a displaced core shows the difference. Put the core at $(c_x,c_y)=(20,10)$ nm, let $m_z=0.2\,(1+0.5\cos\alpha)$ on the rim, where $\alpha$ is the position angle seen from the disk centre, and take

$$
\Phi=n\phi+0.5\sin(x/40\ \text{nm}),
$$

where $\phi$ is the position angle seen from the core. The mean of $m_z$ over the rim length is 0.2, which would suggest $Q=0.400$ for $n=p=1$.

Let the core lie at distance $c$ from the disk centre in direction $\alpha_0$, and let $\epsilon=c/R$. Then $\phi=\operatorname{Im}\ln(Re^{i\alpha}-ce^{i\alpha_0})$, and differentiation gives

$$
\frac{d\phi}{d\alpha}=\operatorname{Re}\frac1{1-\epsilon e^{-i(\alpha-\alpha_0)}}
=1+\epsilon\cos(\alpha-\alpha_0)+\epsilon^2\cos2(\alpha-\alpha_0)+\dots
$$

Only the first harmonic has a nonzero average with $\cos\alpha$, and this average is $\frac12\epsilon\cos\alpha_0=c_x/(2R)=0.1$. The sine term in $\Phi$ contributes nothing: on the rim it is a function of $\cos\alpha$, and so is $m_z$, so their loop integral runs forwards and back over the same values. The weighted mean is $0.2(1+0.5\times0.1)=0.210$, and

$$
Q=\tfrac12(1-0.210)=0.395 .
$$

Direct integration of the defining density was tested on this rim, with an elliptical Gaussian core $\exp[-(u^2+0.3uv+1.5v^2)/b^2]$, where $u,v$ are coordinates from the core centre. This function interpolates $m_z$ between $p$ at the core and the tilt $0.2(1+0.5x/R)$ outside. The result is 0.39500. Reversing $p$ at the same rim tilt gives $-0.605$. With the tilt set to zero the same distorted vortex gives 0.50000.

## The estimate compared with the exact result

The estimate found $\pi^2/2=4.93$ sr where the exact value is $2\pi=6.28$ sr. Their ratio is $\pi/4=0.785$, so the estimate is 21% low relative to the exact value. Its independence of $b$ was correct, and (2) shows the stronger statement that the whole profile drops out.

The missing part can be traced. The estimate corresponds to a linear profile $\Theta=\pi r/(2b)$, whose radial rate is indeed $\pi/(2b)$ throughout. The rate along a circle, however, is

$$
\frac{\sin\Theta}{r}=\frac{\pi}{2b}\,\frac{\sin\Theta}{\Theta}.
$$

Since $\sin\Theta/\Theta$ falls from 1 at the centre to $2/\pi$ at the core edge, this rate falls from $\pi/(2b)$ to $1/b$. The estimate used the edge value, which is the smallest one, over the whole core. With the correct rate,

$$
\Omega=\int_0^b\frac{\pi}{2b}\,\frac{\sin(\pi r/2b)}{r}\,2\pi r\,dr
=2\pi\int_0^{\pi/2}\sin\Theta\,d\Theta=2\pi .
$$

The more serious limit of the estimate is that it assumed an in-plane exterior from the outset. It gives no warning that the charge depends on the rim.

## How closely a permalloy disk meets the conditions

The dimensions and material values used here are rough typical ones for a permalloy disk: saturation magnetization $M_s=800$ kA/m, hence $\mu_0M_s=1.005$ T, and exchange stiffness $A=13$ pJ/m. The lattice test below uses a square grid of spins with a chosen spacing of 0.355 nm, which is of the order of atomic distances. A core radius of about ten nanometres is of the right order, but the profile with a sharp end at $b$ is a model. The condition examined here is the in-plane rim. The figures below are estimates of its tilt for a centred vortex with $n=1$, not solutions of the full micromagnetic problem.

**Response of the rim.** A small uniform tilt $m_z$ puts magnetic charges $\pm M_sm_z$ on the two faces. At mid-thickness they produce an opposing field $-NM_sm_z$, where $N$ is the solid angle subtended by the two faces together, divided by $4\pi$. At the rim of a very thin disk each face fills half of its half-space, so $N=1/2$; for the present thickness $N=0.430$. For a rough estimate, keep the tilt uniform over the disk and require the total perpendicular field to vanish at the rim, which gives $m_z=B_z/(\mu_0M_sN)$. This is not the true equilibrium: a tilt free to vary would be smaller inside the disk and, without exchange, larger at the rim, while exchange evens out the difference.

**Stray field of the core.** The core has a perpendicular moment $M_sLS$, where

$$
S=\int m_z\,dx\,dy=\pi\int_0^{b^2}\left(\frac{2b^2}{b^2+u}-1\right)du=\pi b^2(2\ln2-1)=174.8\ \text{nm}^2
$$

for $p=1$. Treated as a dipole, it produces at the rim

$$
B_z=-\frac{\mu_0M_sLS}{4\pi R^3}=-\frac{1.005\times20\times174.8}{4\pi\times10^6}\ \text{T}=-0.28\ \text{mT}.
$$

With the rim response above, the tilt is $-0.00028/(1.005\times0.430)=-6.5\times10^{-4}$, and $Q=0.5003$. This leaves out how the film between core and rim responds to the core, and it uses the moment of the model core, so only the order of magnitude is meaningful. A relaxed axisymmetric core in this disk is wider: $m_z$ changes sign near 26 nm, the net $S$ is about 280 nm², and the rim tilt is about $-7\times10^{-4}$. Without an applied field the correction is negligible.

**Perpendicular bias field.** A field of 50 mT gives $m_z=0.050/(1.005\times0.430)=0.116$. Then $Q=(1-0.116)/2=0.442$ for $p=1$ and $Q=(-1-0.116)/2=-0.558$ for $p=-1$. The two values still differ by one, because the rim tilt was held fixed. Farther inside the disk the faces subtend a larger solid angle, so $N$ is larger and the tilt smaller; exchange would pull the rim towards that smaller tilt. With $N=1$, the value for an infinite film, the tilt would be 0.050 and $Q=0.475$. Minimizing the exchange, demagnetizing and Zeeman energy of an axisymmetric vortex uniform through the thickness gives a rim tilt of about 0.086, between the two estimates, with $Q\approx0.457$ for $p=1$ and $Q\approx-0.544$ for $p=-1$. The uniform-tilt value 0.116 is about a third too large. A charge of one half should therefore not be assumed for a disk in such a field.

**Temperature.** Equating the exchange energy density $A(\nabla m_z)^2$ to the demagnetizing energy density $\frac12\mu_0M_s^2m_z^2$ of a film gives the length $\sqrt{2A/\mu_0M_s^2}=5.7$ nm. Treat the rim as $2\pi R/5.7\ \text{nm}\approx110$ independent square cells of this width, each extending through the thickness, with volume $V=(5.7\ \text{nm})^2L\approx650\ \text{nm}^3$. Setting $\frac12\mu_0M_s^2V\langle m_z^2\rangle=\frac12k_BT$ at 300 K gives an rms tilt of 0.089 per cell. The mean over the rim fluctuates by $0.089/\sqrt{110}=0.0085$, and $Q$ by half of that, 0.004. Using the rim value $N=0.430$ in the energy would raise this by $1/\sqrt{0.430}\approx1.5$. This counts only the tilt averaged over the rim length, with $\Phi$ held fixed. Equation (4) weights $m_z$ by $d\Phi$, whose mean step per cell is only $2\pi/110=0.057$ rad, and $\Phi$ fluctuates thermally as well. If $\Phi$ has the same rms noise per cell as $m_z$, the rms of $Q$ rises from 0.004 to 0.006. In a classical model this extra term keeps growing as the cells are made smaller. The blur is thus about one percent of the charge for a field averaged over the exchange length, and larger at finer resolution.

**Atomic lattice.** In the explicit core with $p=1$, $\tan(\Theta/2)=r/b$, so $\Theta\approx2r/b$ near the centre. Spins one grid spacing apart there differ by about $2\times0.355/12=0.059$ rad, or 3.4°, and the continuum description is good. The charge can also be defined on the lattice itself, as the sum of the signed spherical triangles spanned by neighbouring spins. For a square patch of $170\times170$ sites centred on the core, whose edge spins all lie in the plane, this sum is $\pm0.500000$, with the sign of $np$, for both signs of $p$ and $n$ and for helicities of 0° and 90°. These sums are listed in the numerical output.

## Computed results

```
disk radius 100 nm, thickness 20 nm, core radius 12 nm
saturation magnetization 800 kA/m, stiffness 13 pJ/m
lattice constant 0.355 nm, temperature 300 K
solid-angle density at core centre 0.02778 sr/nm^2
within r =  3.0 nm: solid angle 0.7392 sr, charge 0.0588
within r =  6.0 nm: solid angle 2.5133 sr, charge 0.2000
within r =  9.0 nm: solid angle 4.5239 sr, charge 0.3600
within r = 12.0 nm: solid angle 6.2832 sr, charge 0.5000
whole disk: solid angle 6.2832 sr, charge 0.5000
lattice sum p=+1 n=+1 helicity=0 deg: Q = +0.500000
lattice sum p=+1 n=+1 helicity=90 deg: Q = +0.500000
lattice sum p=+1 n=-1 helicity=0 deg: Q = -0.500000
lattice sum p=+1 n=-1 helicity=90 deg: Q = -0.500000
lattice sum p=-1 n=+1 helicity=0 deg: Q = -0.500000
lattice sum p=-1 n=+1 helicity=90 deg: Q = -0.500000
lattice sum p=-1 n=-1 helicity=0 deg: Q = +0.500000
lattice sum p=-1 n=-1 helicity=90 deg: Q = +0.500000
largest angle between neighbouring spins 3.39 deg
reversed ring: m_z = -0.0249 at r = 20.78 nm, charge inside 0.5124, total 0.5000
distorted vortex: core at x = 20 nm, y = 10 nm
  p=+1 n=+1 mean rim m_z=0.0: area Q = +0.50000, rim formula +0.50000
  p=+1 n=-1 mean rim m_z=0.0: area Q = -0.50000, rim formula -0.50000
  p=+1 n=+1 mean rim m_z=0.2: area Q = +0.39500, rim formula +0.39500
  p=-1 n=+1 mean rim m_z=0.2: area Q = -0.60500, rim formula -0.60500
  p=+1 n=-1 mean rim m_z=0.2: area Q = -0.39500, rim formula -0.39500
local demagnetizing factor at the rim 0.4303
mu0 Ms = 1.0053 T
integral of m_z over the core 174.8 nm^2
core stray field at rim -0.280 mT, rim m_z -6.46e-04, Q = 0.50032
bias 50 mT: rim m_z 0.116, Q(p=+1) = +0.442, Q(p=-1) = -0.558
exchange length 5.69 nm, cells along rim 111
thermal rim m_z: rms per cell 0.089, rms of rim mean 0.0085
thermal rms of Q 0.0042
```
